# Weak-field Hall conductivity as the area swept by the mean free path

## What the carrier-density formula misses

If a measured Hall coefficient is read as $R_H=-1/(ne)$, the carrier density $n$ can come out wrong when the Fermi line is not a circle or the mean free path varies around it, and even the sign of the carriers can be misread. In the layered-metal model worked out below, $n$ and the angular average of the lifetime are held fixed while the lifetime is given a sixfold variation of 30 %. The ratio of $R_H$ to $-1/(ne)$ then runs from 0.93 to 1.11. In another model, a closed electron line has a positive Hall coefficient. In both models the weak-field Hall conductivity is set by one quantity, the signed area swept by the mean-free-path vector.

## Statement and conventions

The algebra uses atomic units, $e=\hbar=m_e=1$. The carriers are electrons of charge $-1$, the field $B$ points along $+z$, there are two spins, and $J_i=\sigma_{ij}E_j$. The velocity is $\mathbf v=\nabla_k\varepsilon$. Let $C$ be the linearized collision operator and define the vector mean free path $\boldsymbol\Lambda(\mathbf k)$ on the Fermi line by

$$C\boldsymbol\Lambda=\mathbf v .$$

If $C$ is symmetric, the part of the Hall conductivity linear in $B$ is

$$\sigma_{xy}=-\frac{B}{2\pi^2}A,\qquad A=\oint\Lambda_x\,d\Lambda_y .$$

The Fermi line is followed along $\hat{\mathbf z}\times\mathbf v$, and the areas of several closed lines add. Restoring units gives the prefactor $e^3/\hbar^2$. Since $\hbar=h/2\pi$,

$$|\sigma_{xy}|=\frac{e^3B|A|}{2\pi^2\hbar^2}=\frac{2e^3B|A|}{h^2}=2\,\frac{e^2}{h}\,\frac{B|A|}{h/e}.$$

The Hall conductance is $2e^2/h$ times the number of flux quanta through the area. This number need not be an integer; no quantum Hall effect is implied.

The assumptions are semiclassical motion in a single band, closed Fermi lines, a uniform sample, no Berry curvature, elastic or nearly elastic scattering, and a $C$ that does not depend on $B$. The temperature is far below the Fermi temperature.

## Derivation

**Linearized equation.** Write the steady distribution as $f=f_0+(-f_0')\psi$, where $f_0'=df_0/d\varepsilon$ and $\psi$ is linear in $\mathbf E$. The equation of motion is $\dot{\mathbf k}=-(\mathbf E+\mathbf v\times\mathbf B)$, and the Boltzmann equation is

$$\dot{\mathbf k}\cdot\nabla_k f=-(-f_0')\,C\psi .$$

The electric force acts on $f_0$ and gives $-\mathbf E\cdot\mathbf v f_0'=(-f_0')\mathbf E\cdot\mathbf v$. The magnetic force does nothing to $f_0$, because $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. For the same reason it passes through the factor $-f_0'$ and acts on $\psi$ alone. Dividing by $-f_0'$,

$$(C+\Omega)\psi=-\mathbf E\cdot\mathbf v,\qquad \Omega=-(\mathbf v\times\mathbf B)\cdot\nabla_k .$$

$\Omega$ is the time derivative along the magnetic orbit.

**Conductivity.** The current is $-2\int d^2k\,\mathbf v(-f_0')\psi/(4\pi^2)$. The two minus signs cancel:

$$\sigma_{ij}=\frac{2}{4\pi^2}\int d^2k\,(-f_0')\,v_i\,(C+\Omega)^{-1}v_j .$$

At low temperature $-f_0'$ becomes $\delta(\varepsilon-\mu)$. With $s$ the arc length in $k$-space, $d^2k=ds\,d\varepsilon/|\mathbf v|$. Define

$$\langle a,b\rangle=\oint\frac{ds}{|\mathbf v|}\,a\,b,\qquad \sigma_{ij}=\frac1{2\pi^2}\langle v_i,(C+\Omega)^{-1}v_j\rangle .$$

**Existence of the inverse.** For elastic scattering,

$$(C\psi)(\mathbf k)=\oint\frac{ds'}{|\mathbf v'|}W(\mathbf k,\mathbf k')[\psi(\mathbf k)-\psi(\mathbf k')].$$

A constant $\psi$ gives zero. We take the scattering to connect all parts of the line, so that there is no other null function. $C$ can then be inverted on functions of zero average, up to an added constant. The velocity qualifies, since $\langle1,\mathbf v\rangle=\oint ds\,\hat{\mathbf v}=0$ on a closed line. The constant does no harm: replacing $\Lambda_x$ by $\Lambda_x+c$ adds $c\oint d\Lambda_y=0$ to $A$.

**First order in the field.** Multiplying out confirms that, to first order,

$$(C+\Omega)^{-1}=C^{-1}-C^{-1}\Omega C^{-1}.$$

Hence

$$\sigma^{(1)}_{ij}=-\frac1{2\pi^2}\langle v_i,C^{-1}\Omega C^{-1}v_j\rangle=-\frac1{2\pi^2}\langle C^{-1}v_i,\Omega\Lambda_j\rangle=-\frac1{2\pi^2}\langle\Lambda_i,\Omega\Lambda_j\rangle .$$

The second equality uses the symmetry $\langle a,C^{-1}b\rangle=\langle C^{-1}a,b\rangle$.

**Cancellation of the speed.** We have $\mathbf v\times\hat{\mathbf z}=(v_y,-v_x)=-\hat{\mathbf z}\times\mathbf v$. With $s$ increasing along $\hat{\mathbf z}\times\mathbf v$,

$$\Omega=B(\hat{\mathbf z}\times\mathbf v)\cdot\nabla_k=B|\mathbf v|\frac{d}{ds}.$$

The factor $|\mathbf v|$ cancels the density factor $1/|\mathbf v|$:

$$\langle\Lambda_x,\Omega\Lambda_y\rangle=\oint\frac{ds}{|\mathbf v|}\Lambda_xB|\mathbf v|\frac{d\Lambda_y}{ds}=B\oint\Lambda_x\,d\Lambda_y=BA .$$

This is the stated result. It also confirms that $\Omega\Lambda_j$ has zero average, since $\langle1,\Omega\Lambda_j\rangle=B\oint d\Lambda_j=0$. Integration by parts gives $\oint\Lambda_yd\Lambda_x=-A$, so $\sigma^{(1)}_{yx}=-\sigma^{(1)}_{xy}$, and

$$A=\tfrac12\oint(\Lambda_xd\Lambda_y-\Lambda_yd\Lambda_x).$$

Neither the speed nor the density of states appears separately. They enter through $\boldsymbol\Lambda$.

## Relaxation time and the meaning of the sign

Now let $C$ be multiplication by $1/\tau(\mathbf k)$, with inversion symmetry $\tau(-\mathbf k)=\tau(\mathbf k)$ and $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$. Then $\psi$ is odd in $\mathbf k$ and the particle number is conserved. The mean free path is $\mathbf l=\mathbf v\tau$. With $\theta$ the angle of the velocity, $\mathbf l=l(\cos\theta,\sin\theta)$ and

$$l_xdl_y-l_ydl_x=l^2(\cos^2\theta+\sin^2\theta)\,d\theta=l^2d\theta,$$

because the terms in $dl$ cancel. Thus

$$A=\frac12\oint l^2\,d\theta .$$

Each piece of the line counts by the square of its mean free path and by how far the velocity turns there. Several cases follow.

- A straight side contributes nothing, since $d\theta=0$. On a polygon with slightly rounded corners the corners supply the whole area, and the path length at the corners decides the Hall conductivity.
- On a convex electron line $d\theta\ge0$ throughout, so $A>0$ for any positive $\tau(\mathbf k)$.
- If $l$ is constant on a simple closed electron line, $\theta$ turns by $2\pi$ in total and $A=\pi l^2$, whatever the shape.
- Around a hole pocket the velocity points inward, so the line is followed clockwise. For a convex pocket $A<0$ and $\sigma_{xy}>0$.
- On a concave part of an electron line $\theta$ turns backwards. If $l$ is long there, the negative part can win.

The last case occurs for $\varepsilon=k^2/(2g^2)$ with $g(\varphi)=1+0.2\cos4\varphi$, Fermi line $k=g$, and $\tau=e^{-0.8\cos4\varphi}$. The lifetime is longest at the dents. In these model units $A=-8.958$, so the area law gives $\sigma_{xy}/B=8.958/(2\pi^2)=0.4538$. This is a hole-like sign from a single electron line.

An independent calculation follows the orbits. Along an orbit the Boltzmann equation reads $(d/dt+1/\tau)\psi=-\mathbf E\cdot\mathbf v$, with the solution

$$\psi(0)=-\mathbf E\cdot\int_0^\infty ds\,\mathbf v(-s)\exp\!\left[-\int_0^s\frac{ds'}{\tau(-s')}\right],$$

where $s$ is now time into the past. Evaluating this at small finite fields and taking the part odd in $B$ gives $\sigma_{xy}/B=0.4538$ for the dented line. With $\tau=1/|\mathbf v|$ on the same line, so that $l=1$, the orbit integral returns an area of 3.1416, as the constant-$l$ case requires.

## Hall coefficient

Let the crystal symmetry make $\sigma_{xx}=\sigma_{yy}$ and remove any zero-field $\sigma_{xy}$. Averaging the two diagonal elements,

$$\sigma_{xx}=\frac12\cdot\frac1{2\pi^2}\oint\frac{ds}{|\mathbf v|}\,\mathbf v\cdot\boldsymbol\Lambda=\frac1{4\pi^2}\oint ds\,\hat{\mathbf v}\cdot\boldsymbol\Lambda .$$

For current along $x$, inverting the conductivity matrix to first order in $B$ gives $\rho_{yx}=-\sigma_{yx}/\sigma_{xx}^2=\sigma_{xy}/\sigma_{xx}^2$, and $R_H=\rho_{yx}/B$. For one electron line enclosing the $k$-space area $S_k$, the density per layer is $n=2S_k/(4\pi^2)=S_k/(2\pi^2)$. With $\boldsymbol\Lambda=\mathbf v\tau$,

$$\frac{R_H}{-1/n}=\frac{nA}{2\pi^2\sigma_{xx}^2}=\frac{S_kA}{4\pi^4}\cdot\frac{16\pi^4}{(\oint l\,ds)^2}=\frac{4S_kA}{(\oint l\,ds)^2}.$$

For a circle with constant $l$, $S_k=\pi k_F^2$, $A=\pi l^2$ and $\oint l\,ds=2\pi k_Fl$, so the ratio is 1. The ratio is unchanged when every lifetime is multiplied by the same factor, whereas $\sigma_{xy}$ changes by the square of that factor. A stack of layers with spacing $d$ has bulk conductivities $\sigma/d$, so its $R_H$ is $d$ times the value for one layer.

## Which vector to use, and when one vector is not enough

With scattering through small angles, the time between collisions is not the time that limits the current. The vector to use solves $C\boldsymbol\Lambda=\mathbf v$, with scattering back into each state included. As an example, take the layered-metal Fermi line of the next section with $W\propto0.3+2e^{4(\cos\Delta\varphi-1)}$, where $\Delta\varphi$ is the angle between the two wave vectors. Solving the full equation at $\pm0.02$ T reproduces the area law for $\boldsymbol\Lambda$ with a relative error of $2\times10^{-7}$. Using $\mathbf v$ times the out-scattering time instead gives only 0.245 of the correct area.

Symmetry of $C$ means $W(\mathbf k,\mathbf k')=W(\mathbf k',\mathbf k)$. This holds for elastic scattering in the Born approximation and, beyond it, for spin-independent scattering when time reversal and inversion both hold. Skew scattering violates it. Spin-orbit scatterers can be skew even with both symmetries, which for spin-conserving scattering give only $W_\uparrow(\mathbf k,\mathbf k')=W_\downarrow(\mathbf k',\mathbf k)$: the two spins are skewed in opposite senses, their zero-field Hall currents cancel, but the factor $\cos2\chi$ found below is even in $\chi$ and survives. The left inverse must then be moved with the adjoint operator:

$$\sigma^{(1)}_{xy}=-\frac{B}{2\pi^2}\oint\tilde\Lambda_x\,d\Lambda_y,\qquad C^\dagger\tilde{\boldsymbol\Lambda}=\mathbf v .$$

On a circular line with isotropic scattering laws, skew scattering turns $\boldsymbol\Lambda$ from $\mathbf v$ by an angle $\chi$ and $\tilde{\boldsymbol\Lambda}$ by $-\chi$. The integral becomes

$$\Lambda^2\oint\cos(\theta-\chi)\cos(\theta+\chi)\,d\theta=\pi\Lambda^2\cos2\chi,$$

which is smaller than the area $\pi\Lambda^2$ of either vector. Adding the term $0.25(v_xv_y'-v_yv_x')/v_{\max}^2$ to the $W$ above, in the same units, makes the true slope 0.833 of the one-vector area law. A zero-field Hall conductivity is then also possible and must be separated by reversing $B$ at fixed $C$.

## Example: a film of a layered interconnect metal

The parameters are model inputs, not measured data, chosen in the regime of PdCoO$_2$, a nearly two-dimensional metal considered for interconnects: in-plane lattice constant 0.283 nm, layer spacing 0.59 nm and lifetime 80 fs at 300 K. Each layer is modelled by a half-filled nearest-neighbour triangular band with hopping 0.60 eV, chosen to give a reasonable Fermi speed. The film is 10 nm thick and the field is 1 T.

The Fermi line is a nearly circular loop with a slight hexagonal distortion and a radius between 9.42 and 9.62 nm$^{-1}$. With constant lifetime, the mean free path varies from 50 to 59 nm and sweeps $A=9215$ nm$^2$, the area of a circle of radius 54 nm. The flux count is

$$\frac{BA}{h/e}=\frac{1\times9215}{4135.7}=2.228 ,$$

so $\sigma_{xy}=-2(e^2/h)\times2.228=-1.727\times10^{-4}$ S per layer. With $\sigma_{xx}=2.026\times10^{-2}$ S, the ratio $\sigma_{xy}/\sigma_{xx}$ is $-0.0085$. The resistivity is

$$\rho=\frac{0.59\times10^{-9}}{2.026\times10^{-2}}\ \Omega\,\mathrm m=2.91\ \mu\Omega\,\mathrm{cm},$$

and the Hall coefficient, after division by $B=1$ T, is

$$R_H=-\frac{1.727\times10^{-4}\times0.59\times10^{-9}}{(2.026\times10^{-2})^2}=-2.48\times10^{-10}\ \mathrm{m^3/C}.$$

Dividing $R_HB$ by the thickness gives a Hall resistance of $-24.8$ m$\Omega$. The value of $-1/(ne)$ is $-2.55\times10^{-10}$ m$^3$/C, so even a constant lifetime leaves a 3 % difference.

Now let $\tau=\tau_0(1+\alpha\cos6\varphi)$ at fixed $\tau_0$ and fixed band.

| $\alpha$ | $A$ (nm$^2$) | $R_H/(-1/ne)$ |
|---|---:|---:|
| $-0.3$ | 10273 | 1.106 |
| $0$ | 9215 | 0.972 |
| $+0.3$ | 8994 | 0.930 |

The response is not symmetric in $\alpha$. Since $A=\frac12\oint v^2\tau^2d\theta$, it is a quadratic polynomial in $\alpha$. The mean of the two outer areas exceeds the central one by 418 nm$^2$, or 4.5 %, which is close to $\alpha^2/2$, the average of $\alpha^2\cos^26\varphi$. Half their difference, 640 nm$^2$ or 6.9 %, is the linear part. Its sign means that paths near $\cos6\varphi=-1$ carry more weight in $v^2d\theta$. For all three lifetimes the orbit integral agrees with the area law to $10^{-6}$ relative error.

## Size of what the model leaves out

**Field strength.** The expansion requires $\boldsymbol\Lambda$ to change little along the orbit during one lifetime. Sharp corners make this stricter than $\omega_c\tau\ll1$. For constant $\tau$, expand $v_x+iv_y=\sum_mv_me^{im\omega_ct}$. The history integral of each term is $\tau/(1+im\omega_c\tau)$, so

$$\sigma_{xy}\propto-\sum_m|v_m|^2\frac{m\,\omega_c\tau^2}{1+m^2\omega_c^2\tau^2}.$$

The relative change of $\sigma_{xy}/B$ is therefore $-(\omega_c\tau)^2\sum m^3|v_m|^2/\sum m|v_m|^2$ to leading order. Here $\omega_c\tau=0.0087$. A circle, with $m=1$ alone, would give $-7.6\times10^{-5}$; the model line gives $-4.4\times10^{-5}$. Sixfold symmetry also allows $m=-5$, whose negative cube lowers the coefficient.

**Temperature.** At finite temperature $A$ is replaced by $\int d\varepsilon(-f_0')A(\varepsilon)$. At 300 K, with density and lifetime fixed, this changes $\sigma_{xy}$ by $-3\times10^{-5}$ and $R_H$ by $8\times10^{-4}$, relative to zero temperature. An energy-dependent lifetime is not included and can matter more. If $\tau$ depends on energy alone, $R_H$ gains roughly the factor $\langle\tau^2\rangle/\langle\tau\rangle^2$, averaged with the weight $-f_0'$, so a 10 % rms spread of $\tau$ raises its magnitude by 1 %. At 300 K phonon energies need not be small compared with $k_BT$, so nearly elastic scattering is an assumption of this example.

**Quantum effects.** The Landau spacing is 0.07 meV and the Zeeman splitting 0.12 meV, against $k_BT=26$ meV and a lifetime broadening of 8 meV. The squared $k$-space gap to the next zone's Fermi line, times the squared magnetic length, is $2.7\times10^4$. This sets the scale of the breakdown exponent, so tunnelling between orbits is negligible.

**Film surfaces.** A rough interlayer hopping of 10 meV changes $\sigma_{xy}$ by only $-3\times10^{-6}$ through warping of the Fermi surface, but it lets electrons reach the surfaces. The largest drift across the layers in one lifetime is 1.43 nm. The drift varies as $|\sin k_zd|$, so its mean is $2/\pi$ times this, or $\lambda=0.91$ nm. Suppose the surfaces scatter diffusely. An electron that left a surface a time $T$ ago has lost the older part of its history. With $x=T/\tau$, the zero-field integral falls by the fraction $e^{-x}$. The first-order Hall integral, which carries an extra factor of time, falls by $(1+x)e^{-x}$. Averaged over a thickness $D\gg\lambda$, these losses are $\lambda/D$ and $2\lambda/D$, or about 9 % in $\sigma_{xx}$ and 18 % in $\sigma_{xy}$. In this continuum picture they cancel to first order in $R_H$ and leave about 1 %. The picture is marginal here, since $\lambda$ is only about 1.5 layer spacings in a film of 17 layers, and the cancellation is not general: if the two outer layers instead scattered so strongly that they carried no current, both conductivities would fall by $2/17$ and $|R_H|$ referred to the full thickness would rise by 13 %. This is the largest of the corrections estimated so far in this section.

**Comparison with real films and wires.** The model resistivity is near the rough bulk value of 3 $\mu\Omega$ cm for PdCoO$_2$ at room temperature. Thin films can be more resistive because of grain boundaries and defects, so 80 fs is favourable for a 10 nm film. If such defects halved every lifetime, $\sigma_{xy}$ would fall to one quarter and $R_H$ would stay the same. The real Fermi line and the angular dependence of phonon scattering differ from the model; the table shows how strongly the latter can matter. The band shape matters as much. Adding a term $-2t_2\sum_i\cos^2(\mathbf k\cdot\mathbf a_i)$ over the three nearest-neighbour directions, at the same filling and constant lifetime, moves $R_H/(-1/ne)$ from 0.97 to 0.89 for $t_2=0.07t$ and to 0.74 for $t_2=0.14t$, with $t$ the nearest-neighbour hopping; the sides of the line are then almost flat. The 3 % difference and the table belong to the nearest-neighbour band and are not predictions for PdCoO$_2$. For a bar 10 $\mu$m wide, the mean free path is at most 0.6 % of the width, and side walls are a small correction. In a wire a few tens of nanometres wide the two lengths are comparable. The assumption of a uniform sample then fails at order one, and the area law should not be applied with the bulk $\boldsymbol\Lambda$.

## Implementation

1. Find points on each closed Fermi line and order them along $\hat{\mathbf z}\times\mathbf v$, not by the angle of $\boldsymbol\Lambda$. Sorting by that angle would destroy the backward loops.
2. Compute $\boldsymbol\Lambda=\mathbf v\tau$, or solve $C\boldsymbol\Lambda=\mathbf v$ with the weights $ds/|\mathbf v|$. Fix the free constant by requiring zero average.
3. Sum $A\approx\frac12\sum_i(\Lambda_{x,i}\Lambda_{y,i+1}-\Lambda_{y,i}\Lambda_{x,i+1})$, closing the loop, and refine until $A$ is stable. Most points are needed where the curve traced by $\boldsymbol\Lambda$ bends strongly between neighbouring points. This can happen at corners of the Fermi line or, as in the dented model, at dents with a long mean free path.
4. Add the areas of all lines with their signs, then multiply by $-e^3B/(2\pi^2\hbar^2)$.

The remaining computed values are in the numerical output.

## Table of computed values

```
lattice constant, layer spacing: 0.283, 0.59 nm
hopping: 0.60 eV; lifetime: 80 fs
field: 1.0 T; temperature: 300 K
film thickness: 10 nm; bar width: 10000 nm
interlayer hopping: 10 meV
Fermi energy from band zero: 0.5008 eV
Fermi radius min, max: 9.419, 9.623 1/nm
Fermi speed min, max: 6.305e+05, 7.378e+05 m/s
cyclotron mass: 1.613 electron masses
mean free path min, max: 50.44, 59.02 nm
mean-free-path area A: 9215.4 nm^2
radius of circle of equal area: 54.16 nm
flux quantum h/e: 4135.7 T nm^2
flux quanta through A: 2.2283
sigma_xy per layer: -1.7265e-04 S
sigma_xx per layer: 2.0257e-02 S
sigma_xy/sigma_xx: -0.00852
resistivity: 2.913 microohm cm
carrier density: 2.444e+22 1/cm^3
Hall coefficient: -2.4824e-10 m^3/C
-1/(n e): -2.5541e-10 m^3/C
film Hall resistance rho_yx/thickness: -24.824 milliohm
lifetime anisotropy -0.3: A = 10273.0 nm^2, R_H/(-1/ne) = 1.1056
lifetime anisotropy +0.0: A = 9215.4 nm^2, R_H/(-1/ne) = 0.9719
lifetime anisotropy +0.3: A = 8993.5 nm^2, R_H/(-1/ne) = 0.9297
largest area-law error against orbit histories: 9.9e-07
hole line, area: -9215.4 nm^2
concave line, area (model units): -8.9578
concave line, sigma_xy/B (model units): 0.45381
concave line, unit path length, area from histories: 3.14159
full collisions, area-law error: 2.4e-07
area from out-scattering time / true area: 0.2454
skew collisions, true slope / one-vector area law: 0.8334
omega_c tau: 0.00872
finite-field change of sigma_xy/B: -4.37e-05
thermal change of sigma_xy: -3.20e-05
thermal change of R_H: 8.37e-04
interlayer warping change of sigma_xy: -2.93e-06
Landau spacing: 0.0718 meV; kT: 25.85 meV
Zeeman splitting (g = 2): 0.1158 meV
lifetime broadening hbar/tau: 8.23 meV
smallest k_F times path: 485
breakdown scale (k gap)^2 (magnetic length)^2: 2.69e+04
largest out-of-plane drift in one lifetime: 1.43 nm
largest mean free path / bar width: 0.0059
```
